**Magnetoresistance of a Corbino disc and a Hall bar**

For one isotropic carrier type with constant relaxation time, the disc resistance grows as $1+(\mu B)^2$, while a long Hall bar read by distant probes shows no growth; $\mu$ is the mobility and $B$ the field normal to the film. The program asserts that the conductivity tensor agrees with numerically integrated free flights. Finite-element solutions are asserted to give the disc factor for concentric and off-centre contacts, and a constant four-probe resistance for the bar. They are also compared with the series for the Hall voltage near a contact and with the two-terminal end coefficient $14\zeta(3)/\pi^3$: the output shows 0.5422 from the numerical solution and 0.5428 from the formula. Energy averages with Fermi statistics are asserted to match the low-field coefficients for an energy-dependent relaxation time. For a film with $\mu B=0.09$ the output shows a growth of 0.810% in the disc and 0.044% in the bar read at its current contacts. The remaining lines size contact resistance, quantum interference, Landau spacing and surface scattering, and give a rough amorphous-oxide case.

## Numerical check

```python
"""Geometrical magnetoresistance of a film with one isotropic carrier type.

Result under test: with constant relaxation time tau, a Corbino disc has
R(B) = R(0) * (1 + (mu B)^2), while a long Hall bar read by distant voltage
probes has R(B) = R(0).  For a finite bar read at its current contacts,
R(B)/R(0) = 1 + (14 zeta(3)/pi^3) (W/L) (mu B)^2 at small mu B and L >> W.

Symbols: s = q B tau / m (signed, |s| = mu B), B along +z, W and L width and
length of the bar, a and b inner and outer radius of the disc.
In the numerical solutions the zero-field sheet resistance is 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import expit, zeta


def conductivity(s):
    """Derived conductivity tensor in units of its zero-field value."""
    return np.array([[1.0, s], [-s, 1.0]]) / (1 + s**2)


def free_flight_drift(s, field):
    """Mean velocity of carriers restarted at rest, ages distributed as exp(-t).

    Time is in units of tau, velocity in units of q tau E / m.
    """
    def rates(t, y):
        vx, vy = y[:2]
        weight = np.exp(-t)
        return [field[0] + s * vy, field[1] - s * vx, weight * vx, weight * vy]
    run = solve_ivp(rates, (0, 40), [0, 0, 0, 0], rtol=1e-9, atol=1e-11)
    return run.y[2:, -1]


def solve_film(x, y, s, closed=False):
    """Finite elements for div j = 0, contacts on first and last grid row.

    Other edges are insulating; closed=True joins the last column to the first.
    Returns the potential (1 at the first row, 0 at the last) and the current.
    """
    index = np.arange(x.size).reshape(x.shape)
    wrapped = np.hstack([index, index[:, :1]]) if closed else index
    quads = np.stack([wrapped[:-1, :-1], wrapped[1:, :-1],
                      wrapped[1:, 1:], wrapped[:-1, 1:]], axis=-1).reshape(-1, 4)
    corners = np.stack([x.ravel(), y.ravel()], axis=1)[quads]
    sigma = conductivity(s)
    signs = np.array([[-1, -1], [1, -1], [1, 1], [-1, 1]])
    element = np.zeros((len(quads), 4, 4))
    for u, v in signs / np.sqrt(3):
        slope = np.stack([signs[:, 0] * (1 + signs[:, 1] * v),
                          signs[:, 1] * (1 + signs[:, 0] * u)], axis=1) / 4
        jacobian = np.einsum('eai,aj->eij', corners, slope)
        grad = np.einsum('aj,eji->eai', slope, np.linalg.inv(jacobian))
        area = np.abs(np.linalg.det(jacobian))
        element += area[:, None, None] * ((grad @ sigma) @ grad.transpose(0, 2, 1))
    rows = np.repeat(quads, 4, axis=1).ravel()
    cols = np.tile(quads, (1, 4)).ravel()
    matrix = coo_matrix((element.ravel(), (rows, cols)),
                        shape=(x.size, x.size)).tocsr()
    potential = np.zeros(x.size)
    potential[index[0]] = 1.0
    free = index[1:-1].ravel()
    right_side = -(matrix @ potential)[free]
    potential[free] = spsolve(matrix[free][:, free].tocsc(), right_side)
    current = (matrix @ potential)[index[0]].sum()
    return potential.reshape(x.shape), current


def bar_mesh(length, cells):
    """Bar of unit width with square cells."""
    return np.meshgrid(np.linspace(0, length, length * cells + 1),
                       np.linspace(0, 1, cells + 1), indexing='ij')


def disc_mesh(inner, outer, offset):
    """Ring between two circles; the inner one is shifted by offset along x."""
    angle = np.linspace(0, 2 * np.pi, 160, endpoint=False)
    part = np.linspace(0, 1, 31)[:, None]
    x = (1 - part) * (offset + inner * np.cos(angle)) + part * outer * np.cos(angle)
    y = (1 - part) * inner * np.sin(angle) + part * outer * np.sin(angle)
    return x, y


# ---- conductivity tensor against explicit free flights
for s_test in (-2.0, -0.3, 0.7):
    for field in ((1.0, 0.0), (0.0, 1.0)):
        drift = free_flight_drift(s_test, field)
        assert np.allclose(drift, conductivity(s_test) @ field, atol=1e-6)

# ---- example input: rough typical values for a hydrogen-doped In2O3 film
mobility_cm2 = 100.0
density_cm3 = 1.5e20
mass_ratio = 0.2
thickness_nm = 100.0
field_T = 9.0
temperature_K = 300.0
current_mA = 1.0
inner_um, outer_um = 200.0, 400.0
width_um, length_um, probe_um = 200.0, 2000.0, 1000.0
contact_ohm_cm2 = 1e-6

mobility = mobility_cm2 * 1e-4
density = density_cm3 * 1e6
thickness = thickness_nm * 1e-9
mass = mass_ratio * const.m_e
mu_b = mobility * field_T
s_example = -mu_b                      # electrons, B along +z
sigma_zero = density * const.e * mobility
sheet = 1 / (sigma_zero * thickness)
tau = mobility * mass / const.e

# ---- disc: concentric and off-centre, at the example field and at mu B = 1
disc = disc_mesh(inner_um / inner_um, outer_um / inner_um, 0.0)
shifted = disc_mesh(1.0, 2.0, 0.5)
shape_factor = np.log(outer_um / inner_um) / (2 * np.pi)
disc_growth = {}
shifted_growth = {}
for s_now in (s_example, -1.0):
    i_zero = solve_film(*disc, 0.0, closed=True)[1]
    i_field = solve_film(*disc, s_now, closed=True)[1]
    assert abs(1 / i_field / (shape_factor * (1 + s_now**2)) - 1) < 3e-3
    disc_growth[s_now] = i_zero / i_field
    j_zero = solve_film(*shifted, 0.0, closed=True)[1]
    j_field = solve_film(*shifted, s_now, closed=True)[1]
    shifted_growth[s_now] = j_zero / j_field
    assert abs(disc_growth[s_now] - 1 - s_now**2) < 1e-8
    assert abs(shifted_growth[s_now] - 1 - s_now**2) < 1e-8
    assert abs(i_zero / j_zero - 1) > 0.05   # the two shapes really differ

# ---- example bar: probes, Hall voltage and end term
cells = 40
aspect = int(round(length_um / width_um))
phi, i_bar = solve_film(*bar_mesh(aspect, cells), s_example)
left = int(round((length_um - probe_um) / 2 / width_um * cells))
right = int(round((length_um + probe_um) / 2 / width_um * cells))
four_probe = (phi[left, 0] - phi[right, 0]) / i_bar / (probe_um / width_um)
assert abs(four_probe - 1) < 1e-4      # far below the disc growth of mu_b**2
middle = aspect * cells // 2
hall_middle = (phi[middle, 0] - phi[middle, -1]) / i_bar
assert abs(hall_middle / s_example - 1) < 1e-3
end_coefficient = 14 * zeta(3) / np.pi**3
end_numeric = (1 / i_bar / aspect - 1) * aspect / mu_b**2
assert abs(end_numeric / end_coefficient - 1) < 0.02   # mesh and next order

odd = np.arange(1, 400, 2)
hall_loss = {}
for distance in (0.5, 1.0, 2.0):
    row = int(round(distance * cells))
    numeric = 1 - (phi[row, 0] - phi[row, -1]) / i_bar / s_example
    series = np.sum(8 / (odd * np.pi)**2 * np.exp(-odd * np.pi * distance))
    assert abs(numeric - series) < 3e-3
    hall_loss[distance] = series

# ---- bar with L = 6 W at mu B = 1, probes 2 W from each contact
phi_one, i_one = solve_film(*bar_mesh(6, cells), -1.0)
four_probe_one = (phi_one[2 * cells, 0] - phi_one[4 * cells, 0]) / i_one / 2
two_terminal_one = 1 / i_one / 6
assert abs(four_probe_one - 1) < 3e-3
assert two_terminal_one > 1.02

# ---- energy-dependent relaxation time, Fermi statistics
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
e_fermi = (const.hbar * k_fermi)**2 / (2 * mass)
thermal = const.k * temperature_K
reduced_fermi = e_fermi / thermal
energy = np.linspace(0, reduced_fermi + 45, 40001)


def filling_error(eta):
    filled = trapezoid(np.sqrt(energy) * expit(eta - energy), energy)
    return filled - 2 / 3 * reduced_fermi**1.5


eta = brentq(filling_error, reduced_fermi - 5, reduced_fermi + 5)
weight = energy**1.5 * expit(eta - energy) * expit(energy - eta)
weight /= trapezoid(weight, energy)


def growth_with_spread(power, beta):
    """Growth of bar and disc for tau proportional to energy**power."""
    ratio = energy**power
    ratio = ratio / trapezoid(weight * ratio, energy)
    turn = beta * ratio
    along = trapezoid(weight * ratio / (1 + turn**2), energy)
    across = trapezoid(weight * ratio * turn / (1 + turn**2), energy)
    second = trapezoid(weight * ratio**2, energy)
    third = trapezoid(weight * ratio**3, energy)
    bar = along / (along**2 + across**2) - 1
    return bar, 1 / along - 1, third - second**2, third


bar_c, disc_c, _, _ = growth_with_spread(0.0, mu_b)
assert abs(bar_c) < 1e-10 and abs(disc_c - mu_b**2) < 1e-10
bar_low, disc_low, bar_coef, disc_coef = growth_with_spread(1.5, 0.01)
assert abs(bar_low / 1e-4 / bar_coef - 1) < 0.01
assert abs(disc_low / 1e-4 / disc_coef - 1) < 0.01
assert bar_coef > 0
bar_spread, disc_spread, _, _ = growth_with_spread(1.5, mu_b)

# ---- sizes of the other neglected effects
free_path = const.hbar * k_fermi * tau / mass
interference = const.e**2 / (2 * np.pi**2 * const.hbar * free_path) / sigma_zero
landau = const.hbar * const.e * field_T / mass
transfer_um = np.sqrt(contact_ohm_cm2 / sheet) * 1e4
contact_ohm = sheet * transfer_um / (2 * np.pi) * (1 / inner_um + 1 / outer_um)
disc_zero = sheet * shape_factor
disc_field = disc_zero * (1 + mu_b**2)
diluted = (disc_field - disc_zero) / (disc_zero + contact_ohm)
bar_ohm = sheet * probe_um / width_um
hall_mV = current_mA * field_T / (density * const.e * thickness)

# rough amorphous In-Ga-Zn oxide film
amorphous_mobility_cm2, amorphous_density_cm3 = 10.0, 1e19
amorphous_k = (3 * np.pi**2 * amorphous_density_cm3 * 1e6)**(1 / 3)
amorphous_kl = amorphous_k**2 * const.hbar * amorphous_mobility_cm2 * 1e-4 / const.e
amorphous_growth = (amorphous_mobility_cm2 * 1e-4 * field_T)**2

print(f"mobility (rough) = {mobility_cm2:.0f} cm2/Vs")
print(f"carrier density (rough) = {density_cm3:.2e} cm^-3")
print(f"effective mass (rough) = {mass_ratio:.2f} electron masses")
print(f"thickness = {thickness_nm:.0f} nm, temperature = {temperature_K:.0f} K")
print(f"field = {field_T:.1f} T, current = {current_mA:.1f} mA")
print(f"disc radii = {inner_um:.0f} and {outer_um:.0f} um")
print(f"bar width, length, probe gap = {width_um:.0f}, {length_um:.0f}, {probe_um:.0f} um")
print(f"relaxation time = {tau * 1e15:.2f} fs")
print(f"mu B = {mu_b:.4f}, (mu B)^2 = {mu_b**2:.5f}")
print(f"Hall angle = {np.degrees(np.arctan(mu_b)):.2f} degrees")
print(f"conductivity = {sigma_zero / 100:.1f} S/cm")
print(f"sheet resistance = {sheet:.3f} ohm")
print(f"disc resistance at 0 T = {disc_zero:.4f} ohm")
print(f"disc resistance in field = {disc_field:.4f} ohm")
print(f"disc voltage rise = {(disc_field - disc_zero) * current_mA * 1e3:.2f} uV")
print(f"disc growth, formula = {100 * mu_b**2:.3f} %")
print(f"disc growth, numerical = {100 * (disc_growth[s_example] - 1):.3f} %")
print(f"off-centre disc growth, numerical = {100 * (shifted_growth[s_example] - 1):.3f} %")
print(f"bar four-probe resistance, any field = {bar_ohm:.2f} ohm")
print(f"bar four-probe growth, numerical = {100 * abs(four_probe - 1):.5f} % (size)")
print(f"Hall voltage size = {hall_mV:.3f} mV")
print(f"end coefficient, formula = {end_coefficient:.4f}")
print(f"end coefficient, numerical = {end_numeric:.4f}")
print(f"bar two-terminal growth = {100 * end_coefficient * mu_b**2 / aspect:.4f} %")
for distance, loss in hall_loss.items():
    print(f"Hall voltage loss at {distance:.1f} W from contact = {100 * loss:.2f} %")
print(f"mu B = 1: disc factor = {disc_growth[-1.0]:.3f}")
print(f"mu B = 1, L = 6 W: four-probe factor = {four_probe_one:.3f}")
print(f"mu B = 1, L = 6 W: two-terminal factor = {two_terminal_one:.2f}")
print(f"Fermi energy = {e_fermi / const.e:.3f} eV")
print(f"thermal energy = {thermal / const.e * 1e3:.2f} meV")
print(f"tau ~ E^1.5: bar coefficient of (mu B)^2 = {bar_coef:.4f}")
print(f"tau ~ E^1.5: disc coefficient of (mu B)^2 = {disc_coef:.4f}")
print(f"tau ~ E^1.5: bar growth = {100 * bar_spread:.4f} %")
print(f"tau ~ E^1.5: disc growth = {100 * disc_spread:.3f} %")
print(f"contact resistivity (rough) = {contact_ohm_cm2:.1e} ohm cm2")
print(f"disc contact resistance = {contact_ohm:.3f} ohm")
print(f"disc growth with contacts = {100 * diluted:.3f} %")
print(f"mean free path = {free_path * 1e9:.2f} nm")
print(f"mean free path / thickness = {free_path / thickness:.3f}")
print(f"k_F l = {k_fermi * free_path:.1f}")
print(f"interference scale, low temperature = {100 * interference:.2f} % of conductivity")
print(f"Landau spacing = {landau / const.e * 1e3:.2f} meV")
print(f"amorphous film mobility (rough) = {amorphous_mobility_cm2:.0f} cm2/Vs")
print(f"amorphous film density (rough) = {amorphous_density_cm3:.1e} cm^-3")
print(f"amorphous film disc growth = {100 * amorphous_growth:.4f} %")
print(f"amorphous film k_F l = {amorphous_kl:.2f}")
print("every check passed")
```

Running it gives:

```
mobility (rough) = 100 cm2/Vs
carrier density (rough) = 1.50e+20 cm^-3
effective mass (rough) = 0.20 electron masses
thickness = 100 nm, temperature = 300 K
field = 9.0 T, current = 1.0 mA
disc radii = 200 and 400 um
bar width, length, probe gap = 200, 2000, 1000 um
relaxation time = 11.37 fs
mu B = 0.0900, (mu B)^2 = 0.00810
Hall angle = 5.14 degrees
conductivity = 2403.3 S/cm
sheet resistance = 41.610 ohm
disc resistance at 0 T = 4.5903 ohm
disc resistance in field = 4.6275 ohm
disc voltage rise = 37.18 uV
disc growth, formula = 0.810 %
disc growth, numerical = 0.810 %
off-centre disc growth, numerical = 0.810 %
bar four-probe resistance, any field = 208.05 ohm
bar four-probe growth, numerical = 0.00000 % (size)
Hall voltage size = 3.745 mV
end coefficient, formula = 0.5428
end coefficient, numerical = 0.5422
bar two-terminal growth = 0.0440 %
Hall voltage loss at 0.5 W from contact = 16.93 %
Hall voltage loss at 1.0 W from contact = 3.50 %
Hall voltage loss at 2.0 W from contact = 0.15 %
mu B = 1: disc factor = 2.000
mu B = 1, L = 6 W: four-probe factor = 1.000
mu B = 1, L = 6 W: two-terminal factor = 1.07
Fermi energy = 0.515 eV
thermal energy = 25.85 meV
tau ~ E^1.5: bar coefficient of (mu B)^2 = 0.0187
tau ~ E^1.5: disc coefficient of (mu B)^2 = 1.0553
tau ~ E^1.5: bar growth = 0.0150 %
tau ~ E^1.5: disc growth = 0.854 %
contact resistivity (rough) = 1.0e-06 ohm cm2
disc contact resistance = 0.077 ohm
disc growth with contacts = 0.797 %
mean free path = 10.82 nm
mean free path / thickness = 0.108
k_F l = 17.8
interference scale, low temperature = 0.47 % of conductivity
Landau spacing = 5.21 meV
amorphous film mobility (rough) = 10 cm2/Vs
amorphous film density (rough) = 1.0e+19 cm^-3
amorphous film disc growth = 0.0081 %
amorphous film k_F l = 0.29
every check passed
```
